# Why double-exchange magnons look like nearest-neighbour Heisenberg magnons

## The result

Electrons hop between sites that carry large local spins, and a very strong Hund coupling aligns each electron with the spin of the site it occupies. In the ferromagnetic state, the leading small-amplitude spin waves of this metal are those of a Heisenberg magnet with nearest-neighbour bonds, even though the electrons are delocalized. The exchange on bond $b$ is

$$J_b=\frac{|K_b|}{4S^2},\qquad(1)$$

where $S$ is the local spin and $K_b<0$ is the kinetic energy of that bond in the ferromagnet. On a lattice with one site per cell, where all bonds have the same $K_b$, the magnon energy is

$$\omega_{\mathbf q}=\frac{|K_b|}{4S}\sum_{\boldsymbol\delta}\left(1-\cos\mathbf q\cdot\boldsymbol\delta\right),\qquad(2)$$

with $\boldsymbol\delta$ running over all nearest neighbours of a site.

The reason is short. A spin flip changes the hopping amplitudes only by terms of order $1/S$, and only on the bonds that touch it. To leading order the magnon energy is therefore the average of these changes in an undisturbed Fermi sea. The Fermi sea enters through one number per bond, its kinetic energy.

## Model and assumptions

The Hamiltonian is

$$H=-\sum_{b=(ij)}t_b\sum_\sigma\left(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right)-J_H\sum_i\mathbf S_i\cdot\mathbf s_i .$$

Each nearest-neighbour bond is counted once, $t_b>0$, $\mathbf s_i$ is the electron spin, and spins are in units of $\hbar$. There is no direct exchange between local spins. The limit $J_H\to\infty$ is taken first, and the result is then expanded in $1/S$.

In the fully polarized state all electrons point up and behave as spinless fermions $f_i$ with hopping $t_b$. Their ground state $|F\rangle$ has energy $E_F$. I take it to be non-degenerate, real and separated by a gap from its excitations, as in a finite cluster with a closed shell. Then $\langle f_i^\dagger f_j\rangle$ is real, and

$$K_b=-t_b\langle f_i^\dagger f_j+f_j^\dagger f_i\rangle=-2t_b\langle f_i^\dagger f_j\rangle .\qquad(3)$$

I assume $K_b<0$ on every bond. The calculation describes small deviations from the ferromagnet; it does not prove that the ferromagnet is the global ground state.

## How one flipped spin changes the hopping

A singly occupied site has Hund energy $-J_HS/2$ if its total spin is $S+\tfrac12$, and $+J_H(S+1)/2$ if it is $S-\tfrac12$. A doubly occupied site has no electron spin and no Hund energy, so putting two electrons on one site costs $J_HS$ compared with two aligned, singly occupied sites. At $J_H\to\infty$ only empty sites and singly occupied sites with spin $S+\tfrac12$ survive.

Write $|M;\sigma\rangle$ for an occupied site whose local spin has projection $M$. The unflipped state is $|S;\uparrow\rangle$. The state with one flip follows by applying the total lowering operator, using $S^-|S\rangle=\sqrt{2S}\,|S-1\rangle$ and $s^-|\!\uparrow\rangle=|\!\downarrow\rangle$. After normalization it is

$$|\text{flip}\rangle=r\,|S-1;\uparrow\rangle+u\,|S;\downarrow\rangle,\qquad r=\sqrt{\frac{2S}{2S+1}},\quad u=\frac1{\sqrt{2S+1}} .$$

On an empty site the flipped state is simply $|S-1\rangle$.

Let an electron hop from $j$ to the empty site $i$ when the system contains one flip. There are three cases.

- **The flip is on neither site.** The amplitude is $-t_b$.
- **The flip is on $j$.** Hopping turns the initial state into $r\,|S-1\rangle_j|S;\uparrow\rangle_i+u\,|S\rangle_j|S;\downarrow\rangle_i$. The first part is an allowed state with the flip left behind on $j$, so its amplitude is $-t_br$. The second part must be projected onto $|\text{flip}\rangle_i$, which gives another factor $u$. The flip then travels with the electron, with amplitude $-t_bu^2=-t_b/(2S+1)$.
- **The flip is on $i$.** The arriving up electron produces $|S-1;\uparrow\rangle_i$, whose overlap with $|\text{flip}\rangle_i$ is $r$. The flip stays on $i$, with amplitude $-t_br$.

These amplitudes hold for any $S$ in the one-flip sector. For large $S$,

$$r=\left(1+\frac1{2S}\right)^{-1/2}=1-\frac1{4S}+O(S^{-2}),\qquad \frac1{2S+1}=\frac1{2S}+O(S^{-2}).$$

Let $b_i^\dagger$ create the flip on site $i$, and let $m_i=b_i^\dagger b_i$. With one flip present, $m_i+m_j$ is 1 if the flip touches the bond and 0 otherwise. The three cases combine into $H=H_0+V+O(S^{-2})$, up to the constant Hund energy, where $H_0=-\sum_bt_b(f_i^\dagger f_j+\text{h.c.})$ and

$$V=\sum_bt_b\left[\frac{m_i+m_j}{4S}\left(f_i^\dagger f_j+f_j^\dagger f_i\right)-\frac1{2S}\left(f_i^\dagger f_j\,b_i^\dagger b_j+f_j^\dagger f_i\,b_j^\dagger b_i\right)\right].\qquad(4)$$

The first term is positive because $-t_br=-t_b+t_b/(4S)$: a flip weakens the hopping on its bonds and costs kinetic energy. The second term lets the flip move.

## Why the Fermi sea does not respond

$H_0$ does not act on the flip. The states $|F\rangle\otimes b_l^\dagger|0\rangle$, one for each site $l$, therefore all have energy $E_F$, and $V$ lifts this degeneracy. First-order perturbation theory requires the matrix of $V$ within this set, which is its average in $|F\rangle$.

Virtual particle-hole excitations enter in second order. Their contribution contains two factors of $V$ divided by an electronic excitation energy, so it is of order $1/S^2$ when that energy stays finite. Each factor of $V$ moves the flip by at most one bond, so at order $1/S^2$ these processes couple sites up to two bonds apart. They do not contribute at order $1/S$.

From equation (3), $\langle f_i^\dagger f_j\rangle=|K_b|/(2t_b)$. The first term of (4) contains two such averages and gives

$$t_b\,\frac1{4S}\,2\,\frac{|K_b|}{2t_b}=\frac{|K_b|}{4S}.$$

Each transfer of the flip contains one average and gives

$$-\frac{t_b}{2S}\,\frac{|K_b|}{2t_b}=-\frac{|K_b|}{4S}.$$

The magnon Hamiltonian is therefore

$$H_{\text{mag}}=\sum_b\frac{|K_b|}{4S}\left(m_i+m_j-b_i^\dagger b_j-b_j^\dagger b_i\right).\qquad(5)$$

The equal magnitudes have a physical meaning: a flip spread with equal amplitude over all sites costs no energy, as required for a uniform rotation of all spins.

Now compare a Heisenberg bond $-J_b\mathbf S_i\cdot\mathbf S_j$. With one flip, $S_i^zS_j^z=S^2-S(m_i+m_j)$. The transverse part $\tfrac12(S_i^+S_j^-+S_i^-S_j^+)$ moves the flip across the bond with amplitude $\tfrac12(\sqrt{2S})^2=S$. The bond therefore becomes

$$-J_bS^2+J_bS\left(m_i+m_j-b_i^\dagger b_j-b_j^\dagger b_i\right).$$

Matching this to (5) requires $J_bS=|K_b|/(4S)$, which is equation (1).

On a uniform lattice where all bonds have the same $K_b$, a plane wave of flips diagonalizes (5). The diagonal part contributes $|K_b|/(4S)$ for each neighbour. The transfers contribute $-(|K_b|/4S)\sum_{\boldsymbol\delta}e^{i\mathbf q\cdot\boldsymbol\delta}$, and the pairs $\pm\boldsymbol\delta$ turn the exponentials into cosines. This gives equation (2).

The same energy can be written as a sum over occupied states. Let $\varepsilon_{\mathbf k}=-t\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta$, with occupations $f_{\mathbf k}=f_{-\mathbf k}$ on $N$ sites. Expand $\cos[(\mathbf k+\mathbf q)\cdot\boldsymbol\delta]$. The sine term cancels between $\mathbf k$ and $-\mathbf k$, while $N^{-1}\sum_{\mathbf k}f_{\mathbf k}\cos\mathbf k\cdot\boldsymbol\delta=|K_b|/(2t)$ for every neighbour. Hence

$$\frac1{2SN}\sum_{\mathbf k}f_{\mathbf k}\left(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}\right)=\frac{|K_b|}{4S}\sum_{\boldsymbol\delta}\left(1-\cos\mathbf q\cdot\boldsymbol\delta\right)=\omega_{\mathbf q}.$$

The shape of the Fermi surface affects the size of $K_b$ but not the $\mathbf q$ dependence. For an infinite metal there is no excitation gap, so the finite-cluster argument does not apply directly; equation (2) is then the leading coefficient of the formal $1/S$ expansion.

## How large the corrections are

A ring of eight sites with three electrons and $t=1$ can be diagonalized in its complete one-flip sector. The occupied levels are $-2$, $-\sqrt2$ and $-\sqrt2$, so $E_F=-4.828\,t$ and

$$K_b=-4.828\,t/8=-0.6036\,t .$$

Each site has two neighbours, so (2) becomes $2S\omega_q=|K_b|(1-\cos q)$. The numerical check compares this with the original electron-plus-spin model:

| $q/\pi$ | Formula, $2S\omega_q/t$ | $S=1000$ | $S=3/2$ |
|---|---|---|---|
| 0.25 | 0.1768 | 0.1767 | 0.1350 |
| 0.50 | 0.6036 | 0.6032 | 0.4475 |
| 0.75 | 1.0303 | 1.0297 | 0.7326 |
| 1.00 | 1.2071 | 1.2063 | 0.8405 |

Doubling $S$ from 200 to 400 reduces the error in $2S\omega_q$ by a factor of 1.997, as expected for a relative correction of order $1/S$.

At $S=3/2$ the energies are 24% to 30% below the leading formula. Much of this is a common reduction. The change of shape is smaller: the ratio of exact to predicted energy falls from 0.764 at $q=\pi/4$ to 0.696 at $q=\pi$. For three electrons on this ring, a nearest-neighbour fit would thus look reasonable while equation (1) overestimated its exchange constant. These percentages, and the direction of the change of shape, belong to this cluster and this filling and should not be transferred. On the same ring at $S=3/2$, the ratio falls from 0.856 to 0.500 with one electron and rises from 0.647 to 0.749 with five.

For three electrons, finite Hund coupling has a similar effect. With $S=1000$ and a local spin splitting $J_HS=8t$, the quantity $2S\omega_q/(1-\cos q)$ falls from $0.476\,t$ at $q=\pi/4$ to $0.428\,t$ at $q=\pi$. At infinite Hund coupling it is $0.603\,t$ throughout, to three digits. The nearest-neighbour form therefore depends on the strong-coupling limit as well as on large $S$. The effect changes with filling: at the same $J_HS$ and $S$, the ratio of exact to predicted energy rises from 0.42 to 0.71 with five electrons, and with seven electrons the magnon energies are negative, so the ferromagnet is unstable.

Equation (1) also holds bond by bond. On a ring with eight unequal hoppings and $S=2000$, the individual bond energies reproduce all eight values of $2S\omega$ within $0.0004\,t$. Replacing them by their mean gives errors up to $0.105\,t$.

## Where the Heisenberg picture stops

On a bipartite lattice and at infinite Hund coupling, let classical spins lie in one plane and cant alternately by $\pm\theta/2$, so that neighbours differ by $\theta$. An electron aligned with a spin at angle $\alpha$ has spinor $(\cos\tfrac\alpha2,\sin\tfrac\alpha2)$. The overlap of neighbouring spinors is $\cos(\theta/2)$, which multiplies every hopping. The energy costs per bond are

$$\Delta E_{\text{DE}}=|K_b|\left(1-\cos\frac\theta2\right),\qquad \Delta E_{\text{Heis}}=J_bS^2(1-\cos\theta)=\frac{|K_b|}4(1-\cos\theta).$$

Both begin as $|K_b|\theta^2/8$, which gives a classical confirmation of (1). They separate at larger angles. On the uniform ring at $\theta=120^\circ$, double exchange costs $0.302\,t$ per bond and the Heisenberg model $0.226\,t$. At $J_HS=8t$ the costs are $0.226\,t$ and, for a Heisenberg bond with the same curvature for this canting, $0.160\,t$. At large $S$ spin waves measure the curvature at small angles; at $S=3/2$ the $q=\pi$ magnon of the ring lies 30% below the classical curvature. In neither case do they establish a Heisenberg energy for strongly canted spins.

## A cubic example

Take a simple cubic lattice with lattice constant $a$, $t=200$ meV, $S=3/2$ and $n=0.7$ electrons per site. Summing over the occupied band gives $K_b=-0.2875\,t$. Then

$$J=\frac{0.2875\,t}{4(1.5)^2}=0.0319\,t=6.39\ \text{meV}.$$

At small $q$, the sum over six neighbours in (2) is $q^2a^2$, so $\omega_{\mathbf q}\simeq JSa^2q^2$ with stiffness $JSa^2=9.58\ \text{meV}\,a^2$. At the zone corner each of the six terms equals 2, and

$$\omega_{(\pi,\pi,\pi)/a}=12JS=0.575\,t=115\ \text{meV}.$$

These are values of the leading formula only, and the neglected terms are large here. At infinite Hund coupling the next order has the form $\omega=\omega_{\text{lead}}[1-c/(2S)]$, with $c\approx1.89$ for the stiffness and $c\approx1.14$ at the zone corner. At $S=3/2$ the terms $c/(2S)$ are about 63% and 38%, so the expansion is not converged. They are not the actual reductions: on the ring with three electrons the same term gives 31% to 42% at $S=3/2$, while the exact reduction is 24% to 30%. Finite Hund coupling lowers the energies as well. At large $S$ the stiffness is 0.16 of the leading value for $J_HS=12t=2.4$ eV (one bandwidth), 0.58 for $24t$ and 0.92 for $120t$; at the zone corner the ratios are 0.60, 0.76 and 0.94, so the shape changes too. At $J_HS=12t$ the uniform ferromagnet with $n=0.7$ is only locally stable: for classical spins and $n$ above about 0.695, a mixture of a ferromagnet and an antiferromagnet with one electron per site has lower energy in this model.

At leading order the exchange follows kinetic energy, not electron count. The bond energy is $-0.142\,t$ at $n=0.1$, $-0.2875\,t$ at $n=0.3$, $-0.3341\,t$ at $n=0.5$ and again $-0.2875\,t$ at $n=0.7$. The symmetry about $n=0.5$, where the polarized band is half filled, arises because the full band has zero total energy and its levels occur in pairs $\pm\varepsilon$. The occupied energy at filling $n$ is minus that of the empty levels, which equals the occupied energy at filling $1-n$. The magnon energies share this symmetry only at leading order. On the ring, three and five electrons have the same $K_b$ but ratios 0.764 and 0.647 at $q=\pi/4$ and $S=3/2$. On the cubic lattice at large $S$ and $J_HS=12t$, the stiffness is 0.68 of the leading value at $n=0.3$ and 0.16 at $n=0.7$.

## Using the result

To estimate magnons from an electronic calculation of this model, compute the kinetic energy of each bond in the polarized state and insert it in (1). This is an estimate for $J_HS$ far larger than the bandwidth and for large $S$. On the cubic lattice at $n=0.7$ and large $S$, the stiffness falls short of the formula by a fraction of about $10t/(J_HS)$, which is still 8% when $J_HS$ is ten bandwidths. Recompute it when the filling or the hopping changes; do not hold $J_b$ fixed.

At leading order a stiffness $D$ on a cubic lattice corresponds to $|K_b|=4SD/a^2$. In the example, $4\times1.5\times9.58=57.5$ meV, which is $0.2875\,t$. Applied to a measured $D$, this inversion is only a rough guide. In the cubic example finite $S$ and finite $J_H$ each lower $D$, so $|K_b|$ is underestimated, by a factor of about 6 at $n=0.7$, $J_HS=12t$ and large $S$ (where the uniform ferromagnet is only locally stable) and about 1.7 at $J_HS=24t$. A real material can also have direct exchange between the local spins and several orbitals per site, which this model leaves out.

If the zone-boundary magnons depart from a nearest-neighbour curve fixed at small $q$, check finite $S$ and finite Hund coupling before adding longer-range exchange constants. On the ring with three electrons, relative to such a curve fixed at $q=\pi/4$, the zone-boundary energy is 9% lower for $S=3/2$ at infinite Hund coupling and 10% lower for $J_HS=8t$ at $S=1000$; both the size and the sign depend on the parameters, and with five electrons the zone-boundary energy is instead 16% and 67% higher. Such a deviation by itself therefore does not identify its cause.

For large canting angles, return to the electronic energy. At large $S$ a coupling $J_b$ fitted to magnons contains the curvature of that energy about the ferromagnet, not its full angular dependence; at small $S$ it also contains quantum corrections.

## Numbers as computed

```
Ring: sites 8, electrons 3, hopping t = 1
Ring Fermi-sea energy = -4.82843 t; per bond K_b = -0.60355 t
Amplitude rule vs projected model, S=3/2: max error 1.6e-14 t
Momenta q/pi: 0.00 0.25 0.50 0.75 1.00
Predicted 2S*omega_q (t):       0.0000 0.1768 0.6036 1.0303 1.2071
Exact 2S*omega_q, S=1000 (t):   0.0000 0.1767 0.6032 1.0297 1.2063
Exact 2S*omega_q, S=200 (t):    0.0000 0.1764 0.6020 1.0272 1.2033
Exact 2S*omega_q, S=3/2 (t):    0.0000 0.1350 0.4475 0.7326 0.8405
Exact/predicted at S=3/2, q>0:  0.764 0.741 0.711 0.696
Magnon pole weight, S=3/2:      1.0000 0.9960 0.9847 0.9683 0.9592
Magnon pole weight, S=1000:     1.000000 1.000000 1.000000 1.000000 1.000000
Error norm of 2S*omega: S=200 0.005148 t, S=400 0.002577 t
Ratio of these errors = 1.997
2S*omega/(1-cos q), infinite Hund, S=1000 (t): 0.6033 0.6032 0.6032 0.6032
2S*omega/(1-cos q), splitting 8 t, S=1000 (t): 0.4759 0.4610 0.4383 0.4277
Relative spread: infinite 0.00016, finite 0.1069
Unequal ring, hoppings (t):        1.00 0.80 1.10 0.70 0.90 1.20 0.75 1.05
Unequal ring, bond energies (t):   -0.6238 -0.3900 -0.8236 -0.3306 -0.5053 -0.8851 -0.3289 -0.7142
Exact 2S*omega, S=2000 (t):        0.0000 0.1332 0.1516 0.4926 0.5305 1.0115 1.0866 1.1941
From own bond energies (t):        0.0000 0.1333 0.1516 0.4927 0.5307 1.0119 1.0869 1.1945
From mean bond energy (t):         0.0000 0.1685 0.1685 0.5752 0.5752 0.9819 0.9819 1.1504
Max errors: own bonds 0.00037 t, mean bond 0.10466 t
Canting angles (degrees):          10 60 120
Double-exchange cost per bond (t): 0.00230 0.08086 0.30178
Heisenberg cost per bond (t):      0.00229 0.07544 0.22633
Cubic n=0.1: K_b = -0.1420 t, J*S^2 = 0.0355 t
Cubic n=0.3: K_b = -0.2875 t, J*S^2 = 0.0719 t
Cubic n=0.5: K_b = -0.3341 t, J*S^2 = 0.0835 t
Cubic n=0.7: K_b = -0.2875 t, J*S^2 = 0.0719 t
Cubic example: n = 0.7000, S = 1.5, t = 200 meV
J = 0.03194 t = 6.388 meV
Stiffness J*S = 0.04791 t a^2 = 9.58 meV a^2
Cubic omega at q a = (pi,0,0): 0.19164 t = 38.33 meV
Cubic omega at q a = (pi,pi,0): 0.38328 t = 76.66 meV
Cubic omega at q a = (pi,pi,pi): 0.57492 t = 114.98 meV
Cubic omega at q a = (0.7,1.9,2.6): 0.32726 t = 65.45 meV
```
